# Specular wires and tilted Fermi ellipsoids: which mass sets the conductivity, part 1

(Sections cited here and not found follow in the second part.)

## The mass that governs a thin specular wire

When the Fermi surface of a metal is an ellipsoid, an estimate of the resistance of a narrow wire needs one number from the mass tensor, and there are two candidates. One choice is to invert the tensor and read off the element along the wire. The other is to read off the element along the wire and then invert that single number. The two agree when the wire lies along a principal axis of the Fermi ellipsoid and differ otherwise. For a heavy-to-light mass ratio of four and a tilt of 30 degrees, the second choice gives a conductivity 30% below the first. The second choice is right for a wire that is much thinner than the mean free path and has perfectly specular walls that keep each electron in its ellipsoid.

Consider electrons of charge $-e$, with $e>0$, in one ellipsoidal pocket. Let $\mathbf p=\hbar\mathbf k$ be the crystal momentum measured from the centre of the pocket. The energy is

$$E=\tfrac12\,\mathbf p\cdot W\mathbf p,\qquad W=M^{-1},$$

where $M$ is the mass tensor. Both tensors are symmetric and positive definite. The velocity is the momentum gradient of the energy,

$$\mathbf v=\frac{\partial E}{\partial\mathbf p}=W\mathbf p,\qquad \mathbf p=M\mathbf v .$$

The wire runs along $z$, and its cross-section has any shape that does not change along $z$. The subscript $t$ denotes the two transverse directions, so that $W_{tt}$ is a $2\times2$ block, $W_{tz}$ a two-component column and $W_{zt}$ the corresponding row. The motion is treated semiclassically, and bulk collisions are described by one constant relaxation time $\tau$.

The walls are smooth on the scale of the electron wavelength, and they return each electron to its own ellipsoid. A smooth wall exerts a force along its normal $\mathbf N$ only, so a reflection changes the momentum by $\lambda\mathbf N$. Conservation of energy fixes $\lambda$:

$$0=E(\mathbf p+\lambda\mathbf N)-E(\mathbf p)=\lambda\,\mathbf v\cdot\mathbf N+\tfrac12\lambda^2\,\mathbf N\cdot W\mathbf N .$$

The root $\lambda=0$ means no reflection. The other root gives

$$\mathbf p\;\to\;\mathbf p-\frac{2\,\mathbf v\cdot\mathbf N}{\mathbf N\cdot W\mathbf N}\,\mathbf N .$$

Multiplying this by $W$ gives the change of velocity, which lies along $W\mathbf N$ and not along $\mathbf N$. Its normal component obeys

$$\mathbf v\cdot\mathbf N\;\to\;\mathbf v\cdot\mathbf N-\frac{2\,\mathbf v\cdot\mathbf N}{\mathbf N\cdot W\mathbf N}\,\mathbf N\cdot W\mathbf N=-\mathbf v\cdot\mathbf N ,$$

so the electron does leave the wall. Because $\mathbf N$ is perpendicular to $z$, the momentum $p_z$ is conserved. The velocity $v_z$ is not conserved when $W_{zt}\mathbf N\neq0$. This is how a wall that conserves momentum along the wire can still affect the current along it: the current is carried by velocity, and a tilted ellipsoid separates velocity from momentum.

To see what survives many reflections, write $v_z$ in terms of the conserved $p_z$ and the transverse velocity. The transverse part of $\mathbf v=W\mathbf p$ is

$$\mathbf v_t=W_{tt}\mathbf p_t+W_{tz}p_z .$$

The block $W_{tt}$ is positive definite and can be inverted. With the definition $\mathbf b=W_{tt}^{-1}W_{tz}$, this gives

$$\mathbf p_t=W_{tt}^{-1}\mathbf v_t-\mathbf b\,p_z .$$

Insert this into $v_z=W_{zt}\mathbf p_t+W_{zz}p_z$. Since $W_{tt}$ is symmetric, $W_{zt}W_{tt}^{-1}\mathbf v_t=\mathbf b\cdot\mathbf v_t$, and therefore

$$v_z=\left(W_{zz}-W_{zt}W_{tt}^{-1}W_{tz}\right)p_z+\mathbf b\cdot\mathbf v_t .$$

The bracket can be identified without inverting a matrix by hand. Choose a momentum for which $\mathbf v_t=0$. The last equation then says that $v_z$ equals the bracket times $p_z$. For the same momentum, the $z$ component of $\mathbf p=M\mathbf v$ says that $p_z=M_{zz}v_z$. Hence

$$\frac1{M_{zz}}=W_{zz}-W_{zt}W_{tt}^{-1}W_{tz},\qquad v_z=\frac{p_z}{M_{zz}}+\mathbf b\cdot\mathbf v_t .\tag{1}$$

The two candidate masses now have a plain meaning. The element $W_{zz}$ gives the velocity per unit of $p_z$ when the transverse momentum is zero. The number $1/M_{zz}$ gives it when the transverse velocity is zero. An electron confined in a wire cannot keep a transverse velocity on average, so the second condition is the one that the walls impose.

This statement can be made precise for each path. Between reflections, $\mathbf v_t$ is the rate of change of the transverse position $\mathbf r_t$, and the position does not jump at a wall. Integrating equation (1) over a time $T$ gives

$$z(T)-z(0)=\frac{p_z}{M_{zz}}T+\mathbf b\cdot\left[\mathbf r_t(T)-\mathbf r_t(0)\right].$$

If $D$ is the largest distance across the section, the last term never exceeds $|\mathbf b|D$ in magnitude. Divided by $T$, it vanishes at long times. The mean velocity along the wire is thus $p_z/M_{zz}$ on every path. No assumption has been made that the path explores the whole cross-section or all transverse momenta of its energy.

The conductivity also needs the collisions. Let $f_0(E)$ be the equilibrium occupation and $f_0'$ its energy derivative. Apply a weak field $\mathcal E$ along $z$, which exerts the force $-e\mathcal E$, and write $f=f_0+f_1$. To first order in the field, the steady Boltzmann equation is

$$\mathbf v_t\cdot\nabla_t f_1-e\mathcal E\,v_z f_0'=-\frac{f_1}{\tau},$$

because $\partial f_0/\partial p_z=v_zf_0'$. Set $f_1=-e\mathcal E(-f_0')\,g$. The factor $f_0'$ depends only on the energy, which is constant along an unperturbed path, so it can be divided out:

$$\mathbf v_t\cdot\nabla_t g+\frac g\tau=v_z .\tag{2}$$

At a specular wall $g$ has the same value before and after the reflection. The reason is that the reflection preserves both the volume in momentum space and the size of the normal velocity. The volume is preserved because the linear map found above reverses one direction and leaves a complementary plane fixed, so its determinant is $-1$. Equal numbers arriving and leaving then mean equal occupations.

Along a path, the left side of equation (2) is $dg/ds+g/\tau$, with $s$ the time. Its steady solution adds up the past velocities, each weighted by the chance that no collision has happened since:

$$g=\int_0^\infty v_z(-s)\,e^{-s/\tau}\,ds .$$

Insert equation (1). The momentum term gives $\tau p_z/M_{zz}$, since $p_z$ is constant along the path. In the other term use $\mathbf v_t(-s)=\frac{d}{ds}\left[\mathbf r_t(0)-\mathbf r_t(-s)\right]$ and integrate by parts. The boundary term vanishes at $s=0$ because the bracket is zero there, and at infinity because the exponential is zero. What remains is

$$g=\frac{\tau p_z}{M_{zz}}+\frac1\tau\int_0^\infty\mathbf b\cdot\left[\mathbf r_t(0)-\mathbf r_t(-s)\right]e^{-s/\tau}ds .\tag{3}$$

The integral of $e^{-s/\tau}/\tau$ is one, so the second term is at most $|\mathbf b|D$ in magnitude. The first term grows with $\tau$ while the bound does not. This is the sense in which the wire must be thin.

Write $\sum$ for $2\int d^3p/(2\pi\hbar)^3$, where the factor 2 counts spin. The current density is $J_z=-e\sum v_zf_1=e^2\mathcal E\sum(-f_0')v_zg$, averaged over the cross-section. The two minus signs, one from the charge and one from the force, cancel. In the thin limit,

$$\sigma_{\rm thin}=\frac{e^2\tau}{M_{zz}}\sum(-f_0')\,v_zp_z .$$

The sum follows from an integration by parts. Since $v_if_0'=\partial f_0/\partial p_i$, and $f_0$ vanishes at large momentum,

$$\sum(-f_0')v_ip_j=-\sum\frac{\partial f_0}{\partial p_i}p_j=\sum f_0\,\delta_{ij}=n\,\delta_{ij},\tag{4}$$

where $n$ is the electron density. Taking $i=j=z$ gives the result

$$\boxed{\sigma_{\rm thin}=\frac{ne^2\tau}{M_{zz}}}\tag{5}$$

Temperature enters this formula only through $n$ and $\tau$, because equation (4) holds for any $f_0(E)$ that vanishes at large momentum.

For comparison, take an unbounded metal in which the field points purely along $z$. Without walls $g=\tau v_z$, and the conductivity tensor is

$$\sigma_{ij}=e^2\tau\sum(-f_0')v_iv_j=e^2\tau\sum_lW_{jl}\sum(-f_0')v_ip_l=ne^2\tau W_{ij},\tag{6}$$

where $v_j=\sum_lW_{jl}p_l$ and equation (4) were used. The difference between this response and the thin wire follows from equation (1):

$$\sigma_{zz}-\sigma_{\rm thin}=ne^2\tau\,W_{zt}W_{tt}^{-1}W_{tz}\ge0 .$$

The sign is fixed because $W_{tt}^{-1}$ is positive definite. Equality requires $W_{tz}=0$, which means that $z$ is a principal axis. The heaviest and lightest axes are therefore equally good in this respect: a wire along either of them loses nothing to specular walls.

How thin is thin enough can be bounded at low temperature. On the Fermi surface, write $\mathbf p=M^{1/2}\mathbf s$. Then $E=\mathbf s^2/2$, so the surface becomes a sphere with uniform weight, and $v_z$ is proportional to the component of $\mathbf s$ along a fixed direction. Hence $v_z/v_m$ is spread evenly between $-1$ and $1$, with $v_m$ the largest value of $v_z$. The mean of $|v_z|$ is $v_m/2$ and the mean of $v_z^2$ is $v_m^2/3$. Equation (6) gives $\sum(-f_0')v_z^2=nW_{zz}$, and so $\sum(-f_0')|v_z|=3nW_{zz}/(2v_m)$. With the bound on the second term of equation (3),

$$\frac{|\sigma-\sigma_{\rm thin}|}{\sigma_{zz}}\le\frac{3|\mathbf b|D}{2v_m\tau}.$$

This is an upper bound that holds for every cross-section, and the real deviation can be much smaller.

A numerical test followed 20,000 electrons through 500 reflections each in a round wire. The principal masses were 0.5, 1 and 2 $m_e$, initially along $x$, $y$ and $z$. The ellipsoid was then turned by 40 degrees about $z$, 35 degrees about $x$ and 25 degrees about $z$, all about fixed axes. The diameter was $0.05\,v_0\tau$, with $v_0=\sqrt{2E_F/m_e}$ and $E_F$ the Fermi energy. On every path the distance travelled stayed within $|\mathbf b|D$ of $p_zT/M_{zz}$. In units of $ne^2\tau/m_e$, the conductivity came out as $0.620\pm0.004$. Equation (5) gives 0.624, while the tensor element $W_{zz}$ would give 0.800.

The same mass appears in the quantum levels of the wire. Let $\mathbf p_t=-i\hbar\nabla_t$, and keep $p_z$ as a number. Completing the square in the Hamiltonian gives

$$\tfrac12\mathbf p\cdot W\mathbf p=\tfrac12(\mathbf p_t+\mathbf b p_z)\cdot W_{tt}(\mathbf p_t+\mathbf b p_z)+\frac{p_z^2}{2M_{zz}} .$$

To verify this, expand the first term on the right. Its cross term is $\mathbf p_t\cdot W_{tz}p_z$, as required. Its last term is $\tfrac12W_{zt}W_{tt}^{-1}W_{tz}p_z^2$, which together with $p_z^2/2M_{zz}$ restores $\tfrac12W_{zz}p_z^2$ by equation (1). Now write the wave function as $\psi=e^{-ip_z\mathbf b\cdot\mathbf r_t/\hbar}\,\varphi$. Acting on $\psi$, the phase factor turns $\mathbf p_t+\mathbf bp_z$ into $\mathbf p_t$ acting on $\varphi$. It also leaves a hard-wall condition unchanged, because $\psi$ and $\varphi$ vanish at the same places. The energies are therefore

$$E_\nu(p_z)=\varepsilon_\nu+\frac{p_z^2}{2M_{zz}},$$

with transverse levels $\varepsilon_\nu$ that do not depend on $p_z$. Every subband has mass $M_{zz}$, whatever the cross-section. This was tested by diagonalization for a hard-wall layer of width $w$, with masses 0.5 and 2 $m_e$ in the $xz$ plane, the heavy axis 30 degrees from $z$, and $p_z=4\hbar/w$. The three lowest levels gave masses of 1.6250, 1.6249 and 1.6248 $m_e$, against $M_{zz}=1.6250\,m_e$. The spread in the last digit is the error of the finite grid.

Equation (5) rests on the linear relation between velocity and momentum. In a band that is not parabolic, $v_z$ cannot in general be split into a constant times $p_z$ and a constant combination of transverse velocities. The mean velocity on a path must then be found from the actual band, and no single element of a mass tensor need give it.

For a single ellipsoid, a thin wire with specular walls has the conductivity $ne^2\tau/M_{zz}$, and each of its quantum subbands has the mass $M_{zz}$. It remains to find what side charge does in thicker wires, when several ellipsoids produce a true size effect, and how large that effect is in a 10 nm line.

All numerical values are calculated from the stated model.
